# Oxide damage rate under a sinusoidal temperature swing: a program that tests the result

```python
"""
Result under test: for an Arrhenius oxide damage rate r(T) = C exp(-Ea/(k T))
and T = T0 + A sin(phase), the cycle mean of r divided by r(T0) is
  R = sum over m of c_(2m) eps^(2m) binom(2m, m)/4^m,
with theta = Ea/(k T0), eps = A/T0, and c_n the power-series coefficients of
exp(theta u/(1+u)). For Ea = 0.7 eV, T0 = 358 K, A = 20 K, R is about 1.4.
Ea: activation energy (eV); k: Boltzmann constant (eV/K); A: amplitude, half
of peak to peak (K). Field is in MV/cm, oxide thickness in nm.
"""
import numpy as np
import mpmath as mp
from math import comb, factorial, pi, sin, exp, log
from scipy import constants
from scipy.integrate import quad, cumulative_trapezoid
from scipy.optimize import brentq
from scipy.special import i0

k = constants.k / constants.e
Ea, T0, A = 0.7, 358.0, 20.0


def relative_rate(T, energy=Ea, mean_T=T0):
    """Arrhenius damage rate divided by its value at the mean temperature."""
    return np.exp(-energy / k * (1 / T - 1 / mean_T))


def cycle_mean(function_of_T, amplitude=A):
    """Mean over one sinusoidal cycle by adaptive quadrature."""
    value, _ = quad(lambda p: function_of_T(T0 + amplitude * sin(p)),
                    0, 2 * pi, epsabs=1e-12, epsrel=1e-12)
    return value / (2 * pi)


def mean_ratio(energy=Ea, amplitude=A):
    return cycle_mean(lambda T: relative_rate(T, energy), amplitude)


def coefficient(n, theta):
    if n == 0:
        return 1.0
    return sum((-1) ** (n - j) * comb(n - 1, j - 1) * theta ** j / factorial(j)
               for j in range(1, n + 1))


def series_term(m, theta, eps):
    return coefficient(2 * m, theta) * eps ** (2 * m) * comb(2 * m, m) / 4 ** m


theta, eps = Ea / (k * T0), A / T0
x = theta * eps
R = mean_ratio()

# Series coefficients against numerical Taylor coefficients of the function.
mp.mp.dps = 50
taylor = mp.taylor(lambda u: mp.exp(mp.mpf(theta) * u / (1 + u)), 0, 6)
for n in range(7):
    assert abs(float(taylor[n]) / coefficient(n, theta) - 1) < 1e-8

# Averages of even and odd powers of the sine.
for m in range(1, 5):
    even = quad(lambda p: sin(p) ** (2 * m), 0, 2 * pi)[0] / (2 * pi)
    odd = quad(lambda p: sin(p) ** (2 * m - 1), 0, 2 * pi)[0] / (2 * pi)
    assert abs(even - comb(2 * m, m) / 4 ** m) < 1e-10
    assert abs(odd) < 1e-10

# Series against direct quadrature, and the size of the truncated tail.
terms = [series_term(m, theta, eps) for m in range(10)]
assert abs(sum(terms) - R) < 1e-9
two_term = sum(terms[:3])
assert abs(two_term - R) < 0.002
assert abs(R - 1.40) < 0.02

# A small swing slows damage below Ea = 2 k T0 and speeds it above.
R_low = mean_ratio(1.5 * k * T0)
R_high = mean_ratio(2.5 * k * T0)
assert R_low < 1 < R_high

# Rate exponential in temperature with the same slope at T0: Bessel result.
slope = Ea / (k * T0 ** 2)
R_exponential = cycle_mean(lambda T: exp(slope * (T - T0)))
assert abs(R_exponential - i0(x)) < 1e-10
assert R < i0(x)

# Share of damage done in the hot half of the cycle.
hot = quad(lambda p: relative_rate(T0 + A * sin(p)), 0, pi)[0] / (2 * pi)
hot_share = hot / R
assert hot_share > 0.75

# Equivalent steady temperature: formula against a root search.
T_equivalent = 1 / (1 / T0 - k * log(R) / Ea)
T_root = brentq(lambda T: relative_rate(T) - R, T0, T0 + A)
assert abs(T_equivalent - T_root) < 1e-8

# Accumulate damage in time up to failure; compare with life divided by R.
steady_cycles = 200.3
time = np.linspace(0, 200, 200 * 400 + 1)       # in cycles
rate = relative_rate(T0 + A * np.sin(2 * pi * time))
damage = cumulative_trapezoid(rate, time, initial=0) / steady_cycles
failure_cycles = float(np.interp(1.0, damage, time))
one = slice(0, 401)
ripple = cumulative_trapezoid(rate[one] / R - 1, time[one], initial=0)
ripple_range = float(ripple.max() - ripple.min())   # in cycles
assert damage[-1] > 1
assert abs(failure_cycles - steady_cycles / R) <= ripple_range + 1e-3
assert ripple_range < 1

# Example: rough values for a thick thermal oxide on silicon.
thickness_nm, field = 10.0, 5.0
steady_life_years, period_days = 20.0, 1.0
gamma = 4.0                                     # per MV/cm, at T0
drift_mV_per_K = 1.0
gate_voltage = field * 1e6 * thickness_nm * 1e-7
p_field = gamma * k * T0                        # eV per MV/cm
drift_field = drift_mV_per_K * 1e-3 / (thickness_nm * 1e-7) / 1e6
life_cycled = steady_life_years / R

# Drift of the oxide field with temperature acts as a shift of Ea.
energy_shift = p_field * drift_field * T0
R_drift = {}
for sign in (1, -1):
    def drifting_rate(T):
        barrier = Ea - p_field * sign * drift_field * (T - T0)
        return exp(-barrier / (k * T) + Ea / (k * T0))
    R_drift[sign] = cycle_mean(drifting_rate)
    assert abs(R_drift[sign] - mean_ratio(Ea + sign * energy_shift)) < 1e-9
assert R_drift[-1] < R < R_drift[1]

# Other neglected effects.
R_Ea_low, R_Ea_high = mean_ratio(Ea - 0.1), mean_ratio(Ea + 0.1)
Ea_use = Ea + p_field * 1.0
R_field_shift = mean_ratio(Ea_use)
diffusivity = 1e-6                              # m2/s, rough
heat_time = (thickness_nm * 1e-9) ** 2 / diffusivity
leakage_ceiling = 1e-6                          # A/cm2, generous assumption
thermal_resistance = 1.0                        # K cm2/W, rough
self_heating = leakage_ceiling * gate_voltage * thermal_resistance
one_kelvin = relative_rate(T0 + 1) - 1
assert heat_time < 1e-6 * period_days * constants.day
assert self_heating < 1e-3

print(f"Boltzmann constant k = {k:.6e} eV/K")
print(f"activation energy Ea = {Ea:.2f} eV")
print(f"mean temperature T0 = {T0:.1f} K, amplitude A = {A:.1f} K")
print(f"theta = Ea/(k T0) = {theta:.4f} (no unit)")
print(f"eps = A/T0 = {eps:.6f} (no unit)")
print(f"x = theta*eps = {x:.4f} (no unit)")
print(f"coefficient c2 = {coefficient(2, theta):.3f} (no unit)")
print(f"coefficient c4 = {coefficient(4, theta):.2f} (no unit)")
print(f"quadratic term = {terms[1]:.5f} (no unit)")
print(f"quartic term = {terms[2]:.5f} (no unit)")
print(f"sixth-order term = {terms[3]:.6f} (no unit)")
print(f"eighth-order term = {terms[4]:.2e} (no unit)")
print(f"R from quadratic and quartic terms = {two_term:.5f}")
print(f"R by direct quadrature = {R:.5f}")
print(f"rise of mean damage rate = {100 * (R - 1):.1f} percent")
print(f"R for Ea = 1.5 k T0: {R_low:.6f}; for 2.5 k T0: {R_high:.6f}")
print(f"rate at hottest point / rate at T0 = {relative_rate(T0 + A):.3f}")
print(f"rate at coldest point / rate at T0 = {relative_rate(T0 - A):.3f}")
print(f"damage share of hot half-cycle = {100 * hot_share:.1f} percent")
print(f"equivalent steady temperature = {T_equivalent:.2f} K")
print(f"equivalent temperature minus T0 = {T_equivalent - T0:.2f} K")
print(f"R if 20 K is peak to peak = {mean_ratio(Ea, A / 2):.4f}")
print(f"test: steady life = {steady_cycles:.1f} cycles")
print(f"test: simulated cycled life = {failure_cycles:.3f} cycles")
print(f"test: steady life / R = {steady_cycles / R:.3f} cycles")
print(f"bound on incomplete-cycle error = {ripple_range:.3f} cycles")
print(f"oxide thickness = {thickness_nm:.1f} nm, field = {field:.1f} MV/cm")
print(f"oxide voltage = {gate_voltage:.2f} V")
print(f"cycle period = {period_days:.1f} day")
print(f"chosen steady life = {steady_life_years:.1f} years")
print(f"life with temperature swing = {life_cycled:.2f} years")
print(f"loss of life = {100 * (1 - 1 / R):.1f} percent")
print(f"R for Ea = 0.6 eV: {R_Ea_low:.4f}; for 0.8 eV: {R_Ea_high:.4f}")
print(f"R for rate exponential in T, I0(x) = {R_exponential:.4f}")
print(f"field acceleration gamma = {gamma:.1f} per MV/cm (rough)")
print(f"field lowering of Ea, p = {p_field:.4f} eV per MV/cm")
print(f"Ea at use if measured 1 MV/cm higher = {Ea_use:.4f} eV")
print(f"R with that Ea = {R_field_shift:.4f}")
print(f"oxide voltage drift = {drift_mV_per_K:.1f} mV/K (rough)")
print(f"oxide field drift = {drift_field:.4f} MV/cm per K")
print(f"equivalent shift of Ea = {energy_shift:.4f} eV")
print(f"R, field rising with T: {R_drift[1]:.4f}; falling: {R_drift[-1]:.4f}")
print(f"thermal diffusivity = {diffusivity:.1e} m2/s (rough)")
print(f"heat diffusion time through oxide = {heat_time:.1e} s")
print(f"assumed leakage ceiling = {leakage_ceiling:.1e} A/cm2")
print(f"thermal resistance = {thermal_resistance:.1f} K cm2/W (rough)")
print(f"self-heating at that ceiling = {self_heating:.1e} K")
print(f"rate change for 1 K higher mean = {100 * one_kelvin:.2f} percent")
print("done: every assertion held")
```

Printed output:

```
Boltzmann constant k = 8.617333e-05 eV/K
activation energy Ea = 0.70 eV
mean temperature T0 = 358.0 K, amplitude A = 20.0 K
theta = Ea/(k T0) = 22.6904 (no unit)
eps = A/T0 = 0.055866 (no unit)
x = theta*eps = 1.2676 (no unit)
coefficient c2 = 234.737 (no unit)
coefficient c4 = 5953.25 (no unit)
quadratic term = 0.36631 (no unit)
quartic term = 0.02175 (no unit)
sixth-order term = 0.000296 (no unit)
eighth-order term = 4.01e-07 (no unit)
R from quadratic and quartic terms = 1.38805
R by direct quadrature = 1.38835
rise of mean damage rate = 38.8 percent
R for Ea = 1.5 k T0: 0.999416; for 2.5 k T0: 1.000978
rate at hottest point / rate at T0 = 3.322
rate at coldest point / rate at T0 = 0.261
damage share of hot half-cycle = 83.1 percent
equivalent steady temperature = 363.25 K
equivalent temperature minus T0 = 5.25 K
R if 20 K is peak to peak = 1.0929
test: steady life = 200.3 cycles
test: simulated cycled life = 144.188 cycles
test: steady life / R = 144.272 cycles
bound on incomplete-cycle error = 0.343 cycles
oxide thickness = 10.0 nm, field = 5.0 MV/cm
oxide voltage = 5.00 V
cycle period = 1.0 day
chosen steady life = 20.0 years
life with temperature swing = 14.41 years
loss of life = 28.0 percent
R for Ea = 0.6 eV: 1.2752; for 0.8 eV: 1.5257
R for rate exponential in T, I0(x) = 1.4439
field acceleration gamma = 4.0 per MV/cm (rough)
field lowering of Ea, p = 0.1234 eV per MV/cm
Ea at use if measured 1 MV/cm higher = 0.8234 eV
R with that Ea = 1.5616
oxide voltage drift = 1.0 mV/K (rough)
oxide field drift = 0.0010 MV/cm per K
equivalent shift of Ea = 0.0442 eV
R, field rising with T: 1.4459; falling: 1.3355
thermal diffusivity = 1.0e-06 m2/s (rough)
heat diffusion time through oxide = 1.0e-10 s
assumed leakage ceiling = 1.0e-06 A/cm2
thermal resistance = 1.0 K cm2/W (rough)
self-heating at that ceiling = 5.0e-06 K
rate change for 1 K higher mean = 6.52 percent
done: every assertion held
```
